# Acoustic Phonon Damping and Amplification by Drifting 2D Electrons: verification in Python

```python
"""
Result under test: 2D electrons with a rigidly drifted Maxwellian change the
phonon number N of an acoustic mode (wavevector q, frequency s*q) at the rate
 gamma = 2 pi D^2 n/(rho s hbar) * sqrt(m/(2 pi kT))
         * exp(-(m (u-s)^2/2 + hbar^2 q^2/(8 m))/kT) * sinh(hbar q (u-s)/(2 kT)),
which is negative (damping) for u < s and positive (amplification) for u > s.
 u: drift component along q     s: sound velocity     m: electron mass
 n: electron density            g: spin-valley degeneracy
 D: deformation potential       rho: lattice mass per area
 T: electron temperature        sigma = sqrt(kT/m): thermal velocity
All quantities are in SI units unless a print label says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import dawsn

hbar, kB, e = const.hbar, const.k, const.e
eps0, m0 = const.epsilon_0, const.m_e

# Rough typical values for monolayer MoS2 between insulating layers
m = 0.5 * m0
g = 4
D = 3.0 * e
rho = 3.1e-6
s = 6.6e3
kappa = 4.0            # mean relative permittivity of the surroundings
e11 = 3.0e-10          # piezoelectric coefficient, C/m
mobility = 0.1         # at 100 K, m^2/(V s)
mobility_300 = 0.01    # at 300 K, m^2/(V s)
# Chosen operating point and assumed relaxation times
T = 100.0
n = 5.0e15
q = 5.0e8
field = 1.5e5
tau_energy = 2.0e-12
tau_lattice = 100e-12


def thermal_velocity(temp):
    return np.sqrt(kB * temp / m)


def marginal(v, u, temp):
    sig = thermal_velocity(temp)
    return np.exp(-(v - u)**2 / (2 * sig**2)) / (np.sqrt(2 * np.pi) * sig)


def growth(q, u, temp):
    kT = kB * temp
    front = 2 * np.pi * D**2 * n / (rho * s * hbar)
    front *= np.sqrt(m / (2 * np.pi * kT))
    cost = m * (u - s)**2 / 2 + hbar**2 * q**2 / (8 * m)
    return front * np.exp(-cost / kT) * np.sinh(hbar * q * (u - s) / (2 * kT))


def growth_long_wave(q, u, temp):
    kT = kB * temp
    return (D**2 * n * q * (u - s) / (rho * s * kT)
            * np.sqrt(np.pi * m / (2 * kT)))


def golden_rule_sum(q, drift_par, drift_perp, temp):
    """Emission and absorption rates from a k-sum with a narrow delta."""
    kT, sig = kB * temp, thermal_velocity(temp)
    kx = np.arange(-8, 8, 0.005)[:, None] * m * sig / hbar
    ky = np.arange(-7, 7, 0.14)[None, :] * m * sig / hbar
    cell = (kx[1, 0] - kx[0, 0]) * (ky[0, 1] - ky[0, 0])

    def energy(kx, ky):
        return hbar**2 * (kx**2 + ky**2) / (2 * m)

    def occupation(kx, ky):
        moved = energy(kx - m * drift_par / hbar, ky - m * drift_perp / hbar)
        return n * 2 * np.pi * hbar**2 / (g * m * kT) * np.exp(-moved / kT)

    width = 0.02 * hbar * q * sig
    miss = energy(kx + q, ky) - energy(kx, ky) - hbar * s * q
    delta = np.exp(-miss**2 / (2 * width**2)) / (np.sqrt(2 * np.pi) * width)
    coupling = D**2 * hbar * q / (2 * rho * s)
    front = 2 * np.pi / hbar * coupling * g / (2 * np.pi)**2 * cell
    emission = front * np.sum(occupation(kx + q, ky) * delta)
    absorption = front * np.sum(occupation(kx, ky) * delta)
    return emission, absorption


def growth_from_schroedinger(q, u, temp):
    """Energy taken from a weak classical sound wave V0 cos(qx - wt)."""
    sig = thermal_velocity(temp)
    recoil = hbar * q / (2 * m)
    v = u + np.arange(-8, 8, 0.01) * sig
    quanta = np.arange(-2, 3)
    half_wave = 1e-6                       # V0/2 in units of hbar q sigma
    ham = np.zeros((v.size, 5, 5))
    for i, j in enumerate(quanta):
        ham[:, i, i] = j * (v - s) / sig + j**2 * recoil / sig
    for i in range(4):
        ham[:, i, i + 1] = ham[:, i + 1, i] = half_wave
    levels, states = np.linalg.eigh(ham)

    def absorbed(time):                    # time in units of 1/(q sigma)
        phase = np.exp(-1j * levels * time)
        amp = np.einsum('vnj,vj,vj->vn', states, phase, states[:, 2, :])
        mean = np.abs(amp)**2 @ quanta
        return np.sum(mean * marginal(v, u, temp)) * (v[1] - v[0])

    rate = (absorbed(20.0) - absorbed(10.0)) / 10.0 * q * sig
    displacement = 2 * half_wave * hbar * q * sig / (D * q)
    wave_quanta = 0.5 * rho * (s * q)**2 * displacement**2 / (hbar * s * q)
    return -n * rate / wave_quanta


def polarization(q, u, temp):
    """Density response of the drifted gas at frequency s*q."""
    sig, recoil = thermal_velocity(temp), hbar * q / (2 * m)
    up, down = s + recoil, s - recoil
    root = np.sqrt(2) * sig
    real = np.sqrt(2) / sig * (dawsn((up - u) / root) - dawsn((down - u) / root))
    imag = np.pi * (marginal(down, u, temp) - marginal(up, u, temp))
    return n / (hbar * q) * (real + 1j * imag)


def screening_factor(q, u, temp):
    bare = e**2 / (2 * eps0 * kappa * q)
    return abs(1 + bare * polarization(q, u, temp))**2


def fermi_density(v, u, temp):
    """Density per unit velocity along q for a drifted Fermi function."""
    kT, sig = kB * temp, thermal_velocity(temp)
    states = g * m * kT / (2 * np.pi * hbar**2)
    fugacity = np.expm1(n / states)
    vy = np.arange(-9, 9, 0.05) * sig
    v = np.atleast_1d(v)[:, None]
    boltz = fugacity * np.exp(-m * ((v - u)**2 + vy**2) / (2 * kT))
    f = boltz / (1 + boltz)
    return g * (m / (2 * np.pi * hbar))**2 * f.sum(axis=1) * (vy[1] - vy[0])


nodes, weights = np.polynomial.laguerre.laggauss(50)


def relaxed_marginal(v, u, temp):
    """Steady state in a field with one constant relaxation time, mean drift u."""
    return sum(w * marginal(v, x * u, temp) for x, w in zip(nodes, weights))


sigma = thermal_velocity(T)
recoil = hbar * q / (2 * m)
v_drift = mobility * field

# Closed formula against the k-sum, and against the Schroedinger equation
for ratio in (0.0, 0.5, 1.5, 4.0):
    for wave in (0.3 * q, q):
        em, ab = golden_rule_sum(wave, ratio * s, 0.2 * sigma, T)
        assert abs((em - ab) / growth(wave, ratio * s, T) - 1) < 3e-3
        direct = growth_from_schroedinger(wave, ratio * s, T)
        assert abs(direct / growth(wave, ratio * s, T) - 1) < 1e-3

# Long-wave limit against the k-sum
em, ab = golden_rule_sum(0.01 * q, 1.05 * s, 0.0, T)
assert abs((em - ab) / growth_long_wave(0.01 * q, 1.05 * s, T) - 1) < 3e-3


# Edge of the amplification cone, located in the k-sum
def net_at_angle(angle):
    em, ab = golden_rule_sum(q, v_drift * np.cos(angle),
                             v_drift * np.sin(angle), T)
    return em - ab


cone = brentq(net_at_angle, 0.2, 1.5, xtol=1e-7)
assert net_at_angle(0.2) > 0 > net_at_angle(1.5)
assert abs(np.cos(cone) - s / v_drift) < 1e-4

# Emission/absorption balance and stationary phonon number below threshold
em, ab = golden_rule_sum(q, 0.5 * s, 0.0, T)
n_half = 1 / np.expm1(hbar * q * 0.5 * s / (kB * T))
n_rest = 1 / np.expm1(hbar * q * s / (kB * T))
assert abs(em / (ab - em) / n_half - 1) < 3e-3

# Real part of the density response against principal-value quadrature
pv = []
for pole in (s - recoil, s + recoil):
    x = (pole - v_drift) / sigma
    pv.append(quad(lambda y: np.exp(-y**2 / 2) / np.sqrt(2 * np.pi),
                   -10, 10, weight='cauchy', wvar=x)[0] / sigma)
pv_response = n / (hbar * q) * (pv[0] - pv[1])
assert abs(pv_response / polarization(q, v_drift, T).real - 1) < 1e-6

# Fermi gas: density, and sign change at the same drift
grid = v_drift + np.arange(-9, 9, 0.05) * sigma
total = fermi_density(grid, v_drift, T).sum() * (grid[1] - grid[0])
assert abs(total / n - 1) < 1e-6


def fermi_growth(u):
    high, low = fermi_density(np.array([s + recoil, s - recoil]), u, T)
    return np.pi * D**2 / (rho * s * hbar) * (high - low)


fermi_threshold = brentq(fermi_growth, 0.3 * s, 3 * s)
assert abs(fermi_threshold / s - 1) < 1e-6

# Relaxation-time distribution obeys its kinetic equation
for v in (-sigma, 0.3 * sigma, 1.5 * sigma):
    h = 1e-3 * sigma
    slope = (relaxed_marginal(v + h, v_drift, T)
             - relaxed_marginal(v - h, v_drift, T)) / (2 * h)
    residue = (v_drift * slope + relaxed_marginal(v, v_drift, T)
               - marginal(v, 0.0, T))
    assert abs(residue) < 1e-5 * marginal(0.0, 0.0, T)
relaxed_threshold = brentq(
    lambda u: (relaxed_marginal(s + recoil, u, T)
               - relaxed_marginal(s - recoil, u, T)) * sigma, 0.5 * s, 2 * s)

# Piezoelectric coupling of a longitudinal wave, from the tensor (x = armchair)
piezo = np.zeros((2, 2, 2))
piezo[0, 0, 0] = e11
piezo[0, 1, 1] = piezo[1, 0, 1] = piezo[1, 1, 0] = -e11


def piezo_energy(angle):
    d = np.array([np.cos(angle), np.sin(angle)])
    charge = np.einsum('ijk,i,j,k', piezo, d, d, d)
    return e * abs(charge) / (2 * eps0 * kappa)


piezo_max = max(piezo_energy(a) for a in np.linspace(0, np.pi, 181))
assert piezo_energy(np.pi / 2) < 1e-10 * piezo_max

gain = growth(q, v_drift, T)
screen = screening_factor(q, v_drift, T)
tau = mobility * m / e
path = sigma * tau
path_300 = thermal_velocity(300.0) * mobility_300 * m / e
T_hot = T + e * field * v_drift * tau_energy / kB
states = g * m * kB * T / (2 * np.pi * hbar**2)
ns = 1e-9

print(f"Electron mass: {m/m0:.2f} m0; degeneracy g: {g}")
print(f"Deformation potential D: {D/e:.1f} eV")
print(f"Lattice mass per area: {rho:.2e} kg/m2")
print(f"Sound velocity s: {s*100:.2e} cm/s")
print(f"Temperature: {T:.0f} K; density n: {n*1e-4:.1e} cm-2")
print(f"Wavevector q: {q*1e-9:.2f} nm-1")
print(f"Wavelength: {2*np.pi/q*1e9:.2f} nm")
print(f"Phonon energy: {hbar*s*q/e*1e3:.3f} meV")
print(f"Thermal energy kT: {kB*T/e*1e3:.3f} meV")
print(f"Thermal velocity sigma: {sigma*100:.3e} cm/s")
print(f"Recoil velocity hbar q/2m: {recoil*100:.3e} cm/s")
print(f"Mobility at 100 K: {mobility*1e4:.0f} cm2/Vs")
print(f"Field: {field*1e-5:.2f} kV/cm")
print(f"Drift velocity: {v_drift*100:.3e} cm/s")
print(f"Drift/sound ratio: {v_drift/s:.4f}")
print(f"Threshold field: {s/mobility*1e-5:.3f} kV/cm")
for r in (0.0, 0.5, 1.0, 1.5):
    print(f"Growth rate at u/s = {r:.1f}: {growth(q, r*s, T)*ns:.4f} ns-1")
print(f"Growth rate at example drift: {gain*ns:.4f} ns-1")
print(f"Same, from Schroedinger: "
      f"{growth_from_schroedinger(q, v_drift, T)*ns:.4f} ns-1")
print(f"Same, long-wave formula: {growth_long_wave(q, v_drift, T)*ns:.4f} ns-1")
print(f"Spatial gain of phonon number: {gain/s*1e-2:.3e} cm-1")
print(f"Half-angle of cone, from k-sum: {np.degrees(cone):.3f} deg")
print(f"Stationary N at u = 0: {n_rest:.3f}")
print(f"Stationary N at u = s/2: {n_half:.3f}")
print(f"Relative permittivity around layer: {kappa:.1f}")
print(f"Screening divisor |eps|^2: {screen:.3f}")
print(f"Screened growth rate: {gain/screen*ns:.4f} ns-1")
print(f"Density / effective density of states: {n/states:.4f}")
print(f"Unscreened rate, Fermi gas: {fermi_growth(v_drift)*ns:.4f} ns-1")
print(f"Threshold u/s, Fermi gas: {fermi_threshold/s:.6f}")
print(f"Threshold u/s, relaxation-time gas: {relaxed_threshold/s:.5f}")
print(f"Assumed energy relaxation time: {tau_energy*1e12:.1f} ps")
print(f"Heated electron temperature: {T_hot:.1f} K")
print(f"Unscreened rate, heated gas: {growth(q, v_drift, T_hot)*ns:.4f} ns-1")
print(f"Momentum relaxation time: {tau*1e12:.4f} ps")
print(f"Mean free path: {path*1e9:.2f} nm; 1/(q path): {1/(q*path):.3f}")
print(f"Piezo coefficient: {e11:.1e} C/m")
print(f"Largest piezo energy (armchair): {piezo_max/e:.2f} eV")
print(f"Squared ratio piezo/deformation: {(piezo_max/D)**2:.2f}")
print(f"Mobility at 300 K: {mobility_300*1e4:.0f} cm2/Vs")
print(f"Threshold field at 300 K: {s/mobility_300*1e-5:.2f} kV/cm")
print(f"1/(q path) at 300 K: {1/(q*path_300):.3f}")
print(f"Unscreened rate, 300 K, same drift: "
      f"{growth(q, v_drift, 300.0)*ns:.4f} ns-1")
print(f"Assumed lattice lifetime: {tau_lattice*1e12:.0f} ps")
print(f"Lattice loss rate: {ns/tau_lattice:.2f} ns-1")
print(f"Net rate, screened gain minus loss: "
      f"{(gain/screen - 1/tau_lattice)*ns:.3f} ns-1")
print(f"Lifetime needed to break even: {screen/gain*1e9:.3f} ns")
print("OK")
```

It prints:

```
Electron mass: 0.50 m0; degeneracy g: 4
Deformation potential D: 3.0 eV
Lattice mass per area: 3.10e-06 kg/m2
Sound velocity s: 6.60e+05 cm/s
Temperature: 100 K; density n: 5.0e+11 cm-2
Wavevector q: 0.50 nm-1
Wavelength: 12.57 nm
Phonon energy: 2.172 meV
Thermal energy kT: 8.617 meV
Thermal velocity sigma: 5.506e+06 cm/s
Recoil velocity hbar q/2m: 5.788e+06 cm/s
Mobility at 100 K: 1000 cm2/Vs
Field: 1.50 kV/cm
Drift velocity: 1.500e+06 cm/s
Drift/sound ratio: 2.2727
Threshold field: 0.660 kV/cm
Growth rate at u/s = 0.0: -1.7596 ns-1
Growth rate at u/s = 0.5: -0.8828 ns-1
Growth rate at u/s = 1.0: 0.0000 ns-1
Growth rate at u/s = 1.5: 0.8828 ns-1
Growth rate at example drift: 2.2332 ns-1
Same, from Schroedinger: 2.2332 ns-1
Same, long-wave formula: 3.9097 ns-1
Spatial gain of phonon number: 3.384e+03 cm-1
Half-angle of cone, from k-sum: 63.896 deg
Stationary N at u = 0: 3.488
Stationary N at u = s/2: 7.445
Relative permittivity around layer: 4.0
Screening divisor |eps|^2: 7.997
Screened growth rate: 0.2792 ns-1
Density / effective density of states: 0.1389
Unscreened rate, Fermi gas: 2.1329 ns-1
Threshold u/s, Fermi gas: 1.000000
Threshold u/s, relaxation-time gas: 1.00905
Assumed energy relaxation time: 2.0 ps
Heated electron temperature: 152.2 K
Unscreened rate, heated gas: 1.4396 ns-1
Momentum relaxation time: 0.2843 ps
Mean free path: 15.65 nm; 1/(q path): 0.128
Piezo coefficient: 3.0e-10 C/m
Largest piezo energy (armchair): 4.24 eV
Squared ratio piezo/deformation: 1.99
Mobility at 300 K: 100 cm2/Vs
Threshold field at 300 K: 6.60 kV/cm
1/(q path) at 300 K: 0.738
Unscreened rate, 300 K, same drift: 0.6237 ns-1
Assumed lattice lifetime: 100 ps
Lattice loss rate: 10.00 ns-1
Net rate, screened gain minus loss: -9.721 ns-1
Lifetime needed to break even: 3.581 ns
OK
```
